# Evanescent wavevector in the gap of a symmetric two-band k.p model: test program

```python
"""
Result under test: the symmetric two-band k.p Hamiltonian
    H(k) = D*sz + P*k*sx
has, inside its gap, evanescent solutions exp(+-kappa*x) with
    kappa(E) = sqrt(D^2 - E^2)/P,
which vanishes at both band edges E = +-D and peaks at midgap E = 0.

Rydberg atomic units: hbar = 1, 2*m_e = 1, free electron E = k^2.
D      half the gap (Ry);  gap = 2*D
P      interband coupling (Ry a0)
mu     band-edge mass divided by the free-electron mass, gap/P^2
width  thickness of a slab between gapless leads with the same P (a0)
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import minimize_scalar

sx = np.array([[0, 1], [1, 0]], dtype=complex)
sz = np.array([[1, 0], [0, -1]], dtype=complex)
one = np.eye(2, dtype=complex)

gap = 0.08
P = 0.8
width = 60.0
D = gap / 2
mu = gap / P**2
kappa_max = D / P


def hamiltonian(k, bare=0.0):
    """Two-band matrix; bare = 1 adds the free-electron term k^2."""
    return D * sz + P * k * sx + bare * k**2 * one


def kappa_formula(E):
    return np.sqrt(max(D**2 - E**2, 0.0)) / P


def spatial_generator(E):
    """Matrix A in psi' = A psi, from H(-i d/dx) psi = E psi."""
    return (1j / P) * sx @ (E * one - D * sz)


def kappa_numeric(E):
    return np.linalg.eigvals(spatial_generator(E)).real.max()


def transmission_formula(E, d):
    s = kappa_formula(E) * d
    ratio = np.sinh(s) / s if s > 0 else 1.0
    return 1 / (1 + (D * d / P * ratio)**2)


def scatter(E, d):
    """Integrate the wave equation back from the outgoing wave."""
    right = np.array([1, 1], dtype=complex) / np.sqrt(2)
    left = np.array([1, -1], dtype=complex) / np.sqrt(2)
    A = spatial_generator(E)
    sol = solve_ivp(lambda x, y: A @ y, (d, 0.0), right,
                    method="DOP853", rtol=1e-10, atol=1e-12)
    assert sol.success
    psi = sol.y[:, -1]
    incident = abs(np.vdot(right, psi))**2
    reflected = abs(np.vdot(left, psi))**2
    return 1 / incident, reflected / incident


def bare_wavevectors(E):
    """All complex k at energy E when the bare k^2 term is kept."""
    companion = np.block([[np.zeros((2, 2)), one],
                          [E * one - D * sz, -P * sx]])
    return np.linalg.eigvals(companion)


# Band-edge masses from finite differences of the real band structure.
def edge_masses(bare):
    k = 2e-4
    e0 = np.linalg.eigvalsh(hamiltonian(0.0, bare))
    e1 = np.linalg.eigvalsh(hamiltonian(k, bare))
    return k**2 / (e1[1] - e0[1]), -k**2 / (e1[0] - e0[0])


mass_c, mass_v = edge_masses(0.0)
assert abs(mass_c / mu - 1) < 2e-5
assert abs(mass_v / mu - 1) < 2e-5

# Decay constant, band mixture and current of the decaying solution.
for E in np.linspace(-0.95 * D, 0.95 * D, 15):
    values, vectors = np.linalg.eig(spatial_generator(E))
    index = np.argmin(values.real)
    kap = -values[index].real
    a, b = vectors[:, index]
    weight = abs(a)**2 / (abs(a)**2 + abs(b)**2)
    assert abs(kap - kappa_formula(E)) < 1e-12
    assert abs(weight - (E + D) / gap) < 1e-10
    assert abs(b / a - 1j * np.sqrt((D - E) / (D + E))) < 1e-9
    assert abs(2 * P * (np.conj(a) * b).real) < 1e-12
    parabola = np.sqrt(mass_c * (D - E))
    assert abs(kap / parabola - np.sqrt(weight)) < 2e-5

# Zeros at the edges and the position and height of the maximum.
assert kappa_numeric(D) < 1e-7 and kappa_numeric(-D) < 1e-7
peak = minimize_scalar(lambda E: -kappa_numeric(E), bounds=(-D, D),
                       method="bounded", options={"xatol": 1e-10})
assert abs(peak.x) < 1e-6
assert abs(-peak.fun - kappa_max) < 1e-10

# The two gap energies merge at kappa_max and turn imaginary beyond it.
H_branch = hamiltonian(1j * kappa_max)
assert np.abs(H_branch @ H_branch).max() < 1e-15
assert np.abs(H_branch).max() > 0.5 * D
beyond = np.linalg.eigvals(hamiltonian(1.2j * kappa_max))
assert np.abs(beyond.real).max() < 1e-12
assert abs(beyond.imag.max() - D * np.sqrt(1.2**2 - 1)) < 1e-12

# Slab transmission by direct integration, band edges included.
energies = np.linspace(-D, D, 9)
T_numeric = []
for E in energies:
    T, R = scatter(E, width)
    assert abs(T + R - 1) < 1e-7
    assert abs(T / transmission_formula(E, width) - 1) < 1e-6
    T_numeric.append(T)
assert np.all(np.diff(T_numeric[:5]) < 0)
assert np.all(np.diff(T_numeric[4:]) > 0)
for E in (0.0, 0.5 * D, -0.5 * D):
    thick = 200.0
    limit = 4 * (1 - (E / D)**2) * np.exp(-2 * kappa_numeric(E) * thick)
    assert abs(scatter(E, thick)[0] / limit - 1) < 1e-5

# A bare k^2 term keeps the edge zeros and the height, moves the peak.
bare_peak = minimize_scalar(lambda E: -bare_wavevectors(E).imag.max(),
                            bounds=(-D, D), method="bounded",
                            options={"xatol": 1e-10})
assert abs(bare_peak.x + kappa_max**2) < 1e-6
assert abs(-bare_peak.fun - kappa_max) < 1e-9
for E in (-D, D):
    assert bare_wavevectors(E).imag.max() < 1e-6
bare_c, bare_v = edge_masses(1.0)
assert abs(bare_c * (1 / mu + 1) - 1) < 2e-5
assert abs(bare_v * (1 / mu - 1) - 1) < 2e-5
roots = bare_wavevectors(bare_peak.x)
large_k = roots.real.max()
assert abs(np.linalg.eigvalsh(hamiltonian(large_k, 1.0))[0]
           - bare_peak.x) < 1e-10

ry_ev = constants.value("Rydberg constant times hc in eV")
a0_nm = constants.value("Bohr radius") * 1e9
kappa_par_mid = np.sqrt(mu * D)

print(f"gap Eg                         {gap:.4f} Ry")
print(f"gap Eg, converted              {gap * ry_ev:.4f} eV")
print(f"half gap D                     {D:.4f} Ry")
print(f"coupling P                     {P:.4f} Ry a0")
print(f"mass ratio mu                  {mu:.4f} (no unit)")
print(f"slab width d                   {width:.1f} a0")
print(f"slab width d, converted        {width * a0_nm:.4f} nm")
print(f"maximum kappa                  {kappa_max:.5f} 1/a0")
print(f"maximum kappa, converted       {kappa_max / a0_nm:.4f} 1/nm")
print(f"amplitude decay length there   {1 / kappa_max:.3f} a0")
print(f"that length, converted         {a0_nm / kappa_max:.4f} nm")
print(f"numerical peak height          {-peak.fun:.5f} 1/a0")
print("Table: E (Ry), kappa (1/a0), one-band kappa (1/a0),")
print("       conduction weight (no unit), slab T (no unit)")
for E in np.linspace(-D, D, 5):
    print(f"{E:8.4f} {kappa_numeric(E):9.5f} "
          f"{np.sqrt(mu * (D - E)):9.5f} {(E + D) / gap:7.3f} "
          f"{scatter(E, width)[0]:11.6f}")
print(f"midgap kappa*d, two-band       {kappa_max * width:.4f} (no unit)")
print(f"midgap kappa*d, one-band       {kappa_par_mid * width:.4f} (no unit)")
print(f"midgap exp(-2 kappa d), two    "
      f"{np.exp(-2 * kappa_max * width):.4e} (no unit)")
print(f"midgap exp(-2 kappa d), one    "
      f"{np.exp(-2 * kappa_par_mid * width):.4e} (no unit)")
print(f"ratio two-band / one-band      "
      f"{np.exp(2 * (kappa_par_mid - kappa_max) * width):.3f} (no unit)")
print("With the bare k^2 term:")
print(f"peak energy                    {bare_peak.x:.5f} Ry")
print(f"peak energy, converted         {bare_peak.x * ry_ev:.4f} eV")
print(f"peak kappa                     {-bare_peak.fun:.5f} 1/a0")
print(f"conduction mass ratio          {bare_c:.4f} (no unit)")
print(f"valence hole mass ratio        {bare_v:.4f} (no unit)")
print(f"spurious real k at peak energy {large_k:.4f} 1/a0")
print("no test failed")
```

Output:

```
gap Eg                         0.0800 Ry
gap Eg, converted              1.0885 eV
half gap D                     0.0400 Ry
coupling P                     0.8000 Ry a0
mass ratio mu                  0.1250 (no unit)
slab width d                   60.0 a0
slab width d, converted        3.1751 nm
maximum kappa                  0.05000 1/a0
maximum kappa, converted       0.9449 1/nm
amplitude decay length there   20.000 a0
that length, converted         1.0584 nm
numerical peak height          0.05000 1/a0
Table: E (Ry), kappa (1/a0), one-band kappa (1/a0),
       conduction weight (no unit), slab T (no unit)
 -0.0400  -0.00000   0.10000   0.000    0.100000
 -0.0200   0.04330   0.08660   0.250    0.016521
  0.0000   0.05000   0.07071   0.500    0.009866
  0.0200   0.04330   0.05000   0.750    0.016521
  0.0400   0.00000   0.00000   1.000    0.100000
midgap kappa*d, two-band       3.0000 (no unit)
midgap kappa*d, one-band       4.2426 (no unit)
midgap exp(-2 kappa d), two    2.4788e-03 (no unit)
midgap exp(-2 kappa d), one    2.0649e-04 (no unit)
ratio two-band / one-band      12.004 (no unit)
With the bare k^2 term:
peak energy                    -0.00250 Ry
peak energy, converted         -0.0340 eV
peak kappa                     0.05000 1/a0
conduction mass ratio          0.1111 (no unit)
valence hole mass ratio        0.1429 (no unit)
spurious real k at peak energy 0.7984 1/a0
no test failed
```
